# The Callan–Symanzik equation in QED and the running photon propagator

Two static charges in vacuum polarize the electron field around them, and the force between them probes less of this screening as they come closer. In momentum space the photon propagator is then no longer that of a free field, and for momenta well above the electron mass the correction contains \(\alpha\ln(Q^2/\mu^2)\), where \(Q\) is the momentum transfer and \(\mu\) is a scale introduced by renormalization. When the logarithm is so large that \(\alpha\) times it is no longer small, successive orders in \(\alpha\) fall off slowly even though \(\alpha\) is small. Since \(\mu\) was chosen freely, no physical result can depend on it, and this requirement determines how the logarithms combine.

Take QED with one charged fermion of mass \(m\), metric \((+,-,-,-)\), in \(d=4-2\epsilon\) dimensions. Bare quantities carry a subscript 0:
\[
\psi_0=Z_2^{1/2}\psi,\quad A_0=Z_3^{1/2}A,\quad m_0=Z_m m,\quad \xi_0=Z_3\xi ,
\]
where \(\xi\) is the gauge parameter (\(\xi=1\) is Feynman gauge); the last relation is justified below. The bare interaction \(e_0\bar\psi_0\gamma^\mu A_{0\mu}\psi_0\) equals \(e_0Z_2Z_3^{1/2}\,\bar\psi\gamma^\mu A_\mu\psi\). Calling its coefficient \(Z_1e\), times the scale factor that keeps \(e\) dimensionless, and writing \(e^2=4\pi\alpha\), we have
\[
\alpha_0=\alpha\,\mu^{2\epsilon}\Big(\frac{e^{\gamma_E}}{4\pi}\Big)^{\epsilon}\frac{Z_1^2}{Z_2^2Z_3}. \tag{1}
\]
The \(Z\)'s are fixed by minimal subtraction: each is 1 plus pure poles in \(\epsilon\). The pole coefficients are polynomial in masses and momenta, so the dimensionless \(Z\)'s cannot contain \(m/\mu\). I assume the perturbative renormalizability of QED, which guarantees that these factors make all Green functions finite.

Let \(G^{(n,l)}\) be a connected Green function with \(n\) fermion fields, counting \(\psi\) and \(\bar\psi\) together, and \(l\) photon fields. Then
\[
G_0^{(n,l)}=Z_2^{n/2}Z_3^{l/2}\,G^{(n,l)}(\alpha,m,\xi,\mu).
\]
The left side knows nothing of \(\mu\) when \(\alpha_0,m_0,\xi_0\) and the momenta are held fixed. Apply \(\mu\,d/d\mu\) under these conditions, divide by the \(Z\) factors, and define
\[
\beta=\mu\frac{d\alpha}{d\mu},\qquad \gamma_i=\frac12\,\mu\frac{d\ln Z_i}{d\mu}\ (i=2,3),\qquad \gamma_m=\mu\frac{d\ln Z_m}{d\mu}.
\]
Because \(m=m_0/Z_m\) and \(\xi=\xi_0/Z_3\), these parameters move as \(\mu\,dm/d\mu=-\gamma_m m\) and \(\mu\,d\xi/d\mu=-2\gamma_3\xi\). The chain rule gives the Callan–Symanzik equation
\[
\Big[\mu\partial_\mu+\beta\partial_\alpha-\gamma_m m\partial_m-2\gamma_3\xi\partial_\xi+n\gamma_2+l\gamma_3\Big]G^{(n,l)}=0. \tag{2}
\]
The Green functions and their partial derivatives are finite as \(\epsilon\to0\). Writing (2) for enough different functions and momenta determines the coefficients from finite quantities, so they too have finite limits. They do not depend on \(m/\mu\), since the \(Z\)'s do not.

Equation (1) suggests that \(\beta\) needs the vertex, the electron field and the photon field. Gauge invariance removes the first two. Differentiating a free fermion propagator gives
\[
\frac{\partial}{\partial p_\mu}\frac{1}{\not p-m_0}=-\frac{1}{\not p-m_0}\,\gamma^\mu\,\frac{1}{\not p-m_0},
\]
which is, up to sign, the insertion of a photon of zero momentum. Let \(S_0^{-1}=\not p-m_0-\Sigma_0(p)\) be the inverse full propagator with its factor \(i\) removed, and let \(-ie_0\Gamma_0^\mu=-ie_0(\gamma^\mu+\Lambda_0^\mu)\) be the full vertex. Route \(p\) along the open fermion line of each diagram for \(-i\Sigma_0\). Inserting a photon in one propagator replaces \(i/(\not p-m_0)\) by
\[
\frac{i}{\not p-m_0}(-ie_0\gamma^\mu)\frac{i}{\not p-m_0}=-e_0\frac{\partial}{\partial p_\mu}\frac{i}{\not p-m_0}.
\]
Summing over all propagators on the line gives \(-ie_0\Lambda_0^\mu=-e_0\,\partial(-i\Sigma_0)/\partial p_\mu\), that is \(\Lambda_0^\mu=-\partial\Sigma_0/\partial p_\mu\). Insertions on a closed loop add up to a total derivative in the loop momentum, which integrates to zero in dimensional regularization. Hence
\[
\Gamma_0^\mu(p,p)=\frac{\partial S_0^{-1}}{\partial p_\mu}.
\]
The renormalized functions are \(\Gamma^\mu=Z_1\Gamma_0^\mu\) and \(S^{-1}=Z_2S_0^{-1}\), so \(\Gamma^\mu=(Z_1/Z_2)\,\partial S^{-1}/\partial p_\mu\). Both functions are finite, so \(Z_1/Z_2\) is finite. In minimal subtraction this ratio is 1 plus poles, and therefore \(Z_1=Z_2\). At one loop the numerical check finds the ultraviolet logarithms of the vertex and of the \(\not p\) part of \(-\Sigma_0\) both equal to \(\xi\), in units of \(e^2\ln(\text{cutoff})/8\pi^2\), for \(\xi=0,1,3\). Each depends on the gauge, but they cancel in the charge.

Equation (1) now reads \(\alpha_0\propto\mu^{2\epsilon}\alpha/Z_3\). Its logarithmic derivative at fixed \(\alpha_0\) is \(0=2\epsilon+\beta/\alpha-2\gamma_3\), so
\[
\beta=-2\epsilon\alpha+2\alpha\gamma_3\;\longrightarrow\;\beta=2\alpha\gamma_3\qquad(\epsilon\to0). \tag{3}
\]
No loop expansion was truncated here, so (3) holds to all orders of perturbation theory. Electrons still appear inside the diagrams that determine \(\gamma_3\), but neither \(\gamma_2\) nor a separate vertex calculation is needed. The coupling runs because the photon field is rescaled.

For the photon propagator we also need its tensor structure. Contracting an external photon momentum \(q\) into a closed fermion loop produces
\[
\frac{1}{\not k+\not q-m_0}\,\not q\,\frac{1}{\not k-m_0}=\frac{1}{\not k-m_0}-\frac{1}{\not k+\not q-m_0}.
\]
Summed over the places where the photon can attach, these differences cancel in pairs, leaving two loop integrals that differ by a shift of \(k\) and so cancel as well. The vacuum polarization is therefore transverse, \(\Pi_0^{\mu\nu}=(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi_0\). The same cancellation removes the \(\xi_0\) part of every internal photon, because in \(\Pi_0\) all fermion lines are closed. Summing the repeated insertions of \(i\Pi_0^{\mu\nu}\) between free propagators gives
\[
D_0^{\mu\nu}=-\frac{i}{q^2}\Big[\Big(g^{\mu\nu}-\frac{q^\mu q^\nu}{q^2}\Big)d_0+\xi_0\frac{q^\mu q^\nu}{q^2}\Big],\qquad d_0=\frac{1}{1-\Pi_0}.
\]
Division by \(Z_3\) yields the renormalized propagator, with \(d=d_0/Z_3\) and \(\xi=\xi_0/Z_3\), as assumed at the start. The function \(d\) does not depend on \(\xi\), and (2) with \(n=0\), \(l=2\) becomes
\[
\big[\mu\partial_\mu+\beta\partial_\alpha-\gamma_m m\partial_m+2\gamma_3\big]d=0 .
\]

Consider spacelike momentum, \(Q^2=-q^2>0\), with \(Q\gg m\), and assume that \(d\) has a smooth massless limit there; the one-loop result below has one. Then \(d\) depends only on \(t=\ln(Q/\mu)\) and \(\alpha\), and \(\mu\partial_\mu=-\partial_t\), so
\[
\partial_t d=\beta(\alpha)\,\partial_\alpha d+2\gamma_3(\alpha)\,d. \tag{4}
\]
A first-order equation of this kind becomes an ordinary one along suitable curves. Let \(\bar\alpha(s)\) obey \(d\bar\alpha/ds=\beta(\bar\alpha)\) with \(\bar\alpha(0)=\alpha\), and follow \(g(s)=d(t-s,\bar\alpha(s))\). By (4),
\[
\frac{dg}{ds}=-\partial_t d+\beta\,\partial_\alpha d=-2\gamma_3(\bar\alpha(s))\,g .
\]
Integrating from \(s=0\), where \(g=d(t,\alpha)\), to \(s=t\), where \(g=d(0,\bar\alpha(t))\), gives
\[
d(t,\alpha)=\exp\Big[2\int_0^t\gamma_3(\bar\alpha(s))\,ds\Big]\,d(0,\bar\alpha(t)).
\]
By (3), \(d\ln\bar\alpha/ds=2\gamma_3(\bar\alpha)\), so the exponential is \(\bar\alpha(t)/\alpha\), and
\[
\alpha\,d(t,\alpha)=\bar\alpha(t)\,d(0,\bar\alpha(t)). \tag{5}
\]
The product \(\alpha d\) is the effective charge seen at momentum \(Q\). It is independent of \(\mu\), and (5) evaluates it at \(\mu=Q\), where no large logarithm remains. The equation does not supply the boundary function \(d(0,a)\); that requires a loop calculation.

At one loop, with \(p=k+q\),
\[
i\Pi_0^{\mu\nu}=-(-ie_0)^2\!\int\!\frac{d^dk}{(2\pi)^d}\,\frac{i^2\,\mathrm{tr}[\gamma^\mu(\not k+m)\gamma^\nu(\not p+m)]}{(k^2-m^2)(p^2-m^2)} ,
\]
with prefactor \(-(-e_0^2)(-1)=-e_0^2\). (Here \(m_0\) may be replaced by \(m\), the difference being of higher order.) Contract with \(g_{\mu\nu}\). The left side becomes \(i(d-1)q^2\Pi_0\), where \(d\) beside a number or in an exponent denotes the dimension. The trace becomes \(4[(2-d)k\cdot p+dm^2]\), since \(\gamma^\mu\not k\gamma_\mu=(2-d)\not k\). Rotating \(k^0=ik_4\) gives a factor \(i\) from the measure and reverses the sign of each scalar product, so
\[
\Pi_0=\frac{4e_0^2}{(d-1)Q^2}\int\!\frac{d^dk}{(2\pi)^d}\,\frac{(d-2)k\cdot p+dm^2}{(k^2+m^2)(p^2+m^2)}
\]
with Euclidean vectors. Combine the denominators into \(\int_0^1dx\,(\ell^2+\Delta)^{-2}\), with \(\ell=k+xq\) and \(\Delta=m^2+x(1-x)Q^2\). Terms odd in \(\ell\) vanish, so \(k\cdot p\to\ell^2-x(1-x)Q^2\). The standard integrals are
\[
I=\int\!\frac{d^d\ell}{(2\pi)^d}\frac{1}{(\ell^2+\Delta)^2}=\frac{\Gamma(2-\frac d2)}{(4\pi)^{d/2}}\Delta^{d/2-2},\qquad
\int\!\frac{d^d\ell}{(2\pi)^d}\frac{\ell^2}{(\ell^2+\Delta)^2}=\frac{d}{2-d}\,\Delta\,I .
\]
The numerator therefore integrates to
\[
\big[-d\Delta-(d-2)x(1-x)Q^2+dm^2\big]I=-2(d-1)x(1-x)Q^2\,I ,
\]
and
\[
\Pi_0=-\frac{8e_0^2}{(4\pi)^{d/2}}\,\Gamma\!\Big(2-\frac d2\Big)\int_0^1\!dx\,x(1-x)\,\Delta^{d/2-2}. \tag{6}
\]
Below two dimensions the loop integral converges, and there direct integration confirms (6).

Now form \(1/d=Z_3(1-\Pi_0)\). By (1), \(Z_3e_0^2=4\pi\alpha\,\mu^{2\epsilon}(e^{\gamma_E}/4\pi)^\epsilon\), and the powers \((4\pi)^{\pm\epsilon}\) cancel:
\[
\frac1d=Z_3+\frac{2\alpha}{\pi}e^{\gamma_E\epsilon}\Gamma(\epsilon)\int_0^1\!dx\,x(1-x)\Big(\frac{\mu^2}{\Delta}\Big)^{\epsilon}.
\]
Since \(e^{\gamma_E\epsilon}\Gamma(\epsilon)=1/\epsilon+O(\epsilon)\) and \(\int_0^1x(1-x)dx=1/6\), the pole is removed by \(Z_3=1-\alpha/(3\pi\epsilon)\), leaving
\[
\frac1d=1-\frac{2\alpha}{\pi}\int_0^1\!dx\,x(1-x)\ln\frac{m^2+x(1-x)Q^2}{\mu^2}. \tag{7}
\]
To find \(\gamma_3\), put \(b=1/(3\pi)\). From the definition and (3), \(\gamma_3=\tfrac12\beta\,\partial_\alpha\ln Z_3=(-\epsilon\alpha+\alpha\gamma_3)\big(-b/(\epsilon-b\alpha)\big)\). Multiplying by \(\epsilon-b\alpha\), the terms \(b\alpha\gamma_3\) cancel and \(\gamma_3=b\alpha\):
\[
\gamma_3=\frac{\alpha}{3\pi},\qquad \beta=\frac{2\alpha^2}{3\pi}.
\]
The positive sign is screening: the coupling grows with momentum.

For \(m\to0\), use \(\int_0^1x(1-x)\ln[x(1-x)]dx=2\left(-\tfrac14+\tfrac19\right)=-\tfrac5{18}\) in (7):
\[
\frac1d=1-\frac{\alpha}{3\pi}\Big(\ln\frac{Q^2}{\mu^2}-\frac53\Big),\qquad d(0,a)=\frac{1}{1+5a/(9\pi)}. \tag{8}
\]
The flow equation \(d(1/\bar\alpha)/dt=-\beta(\bar\alpha)/\bar\alpha^2=-2/(3\pi)\) gives \(1/\bar\alpha=1/\alpha-2t/(3\pi)\), and (5) becomes
\[
\frac{1}{\alpha d}=\frac1{\bar\alpha(t)}+\frac{5}{9\pi}=\frac1\alpha-\frac{1}{3\pi}\Big(\ln\frac{Q^2}{\mu^2}-\frac53\Big),
\]
in agreement with (8). At this order the characteristic solution is the geometric sum of one-loop bubbles. Diagrams with photons inside the bubbles are left out.

As an example take QED with electrons only, so that muons, other charged leptons and quarks are absent. At \(Q=0\), (7) gives \(d=1\) when \(\mu=m\). In this approximation \(\alpha(m)\) is thus the long-distance fine-structure constant, with \(1/\alpha=137.036\), and \(m=0.511\) MeV. At \(Q=100\) GeV the running subtracts \(2t/(3\pi)=2.586\), so
\[
\frac1{\bar\alpha}=137.036-2.586=134.450,\qquad \frac{1}{\alpha d}=134.450+0.177=134.627 .
\]
The decimals belong to the one-loop model and are kept for the comparisons that follow; the two-loop term, left out here, would lower \(1/(\alpha d)\) by about 0.005. The effective charge has risen by about 1.8% over its long-distance value.

The massless formula fails near the electron mass. At \(Q=1\) MeV it gives \(1/(\alpha d)=137.070\), an effective charge below the long-distance one, because \(\ln(Q^2/m^2)\) is there smaller than \(5/3\). The massive expression (7) gives 136.976. At 10 MeV the two are 136.582 and 136.580, and at 1 GeV they agree to the printed digits.

The choice of \(\mu\) matters once the series is cut. Let \(\alpha\) now be the running coupling at the chosen \(\mu\). With \(x=(\alpha/3\pi)(\ln Q^2/\mu^2-5/3)\), the resummed inverse charge is \((1-x)/\alpha\), and keeping \(d\) to first order gives \(1/[\alpha(1+x)]\). The truncated value exceeds the resummed one by \(x^2/[\alpha(1+x)]\). At 100 GeV the truncated value is 134.669 for \(\mu=m\), 134.632 for \(\mu=1\) GeV and 134.627 for \(\mu=Q\), while the resummed value is 134.627 each time.

At the physical value of \(\alpha\) and these energies the effect is small, so consider a model with \(\alpha=0.1\) and \(\ln(Q^2/\mu^2)=40\). Here \(x=0.407\) and \(\bar\alpha=0.1737\), and (5) gives \(d=1.7374/1.0307=1.686\). The fixed-order sums are 1.407, 1.572 and 1.639 through first, second and third order. A geometric series cut after order \(N\) misses a fraction \(x^{N+1}\) of its sum, here 17%, 6.7% and 2.7%. Replacing the one-loop \(\gamma_3\) by a better one changes the resummed number itself: the known two-loop term, which multiplies \(\gamma_3\) by \(1+3\alpha/(4\pi)\), raises \(d\) to about 1.72, a shift of 2%, comparable to what the third-order sum misses.

The one-loop coupling formally diverges when \(t=3\pi/(2\alpha)\). For electron-only QED this is \(\ln(Q/m)\approx646\), or \(Q\sim10^{277}\) GeV. The coupling \(\bar\alpha\) reaches 1 at \(t=(3\pi/2)(1/\alpha-1)\approx641\), about two decades in \(Q\) below the pole, and there keeping only the first term of \(\beta\) is no longer justified: the two-loop term is already \(3/(4\pi)\approx24\%\) of it. Acting over the whole flow, that term moves the formal pole down by about three decades in \(Q\). The pole therefore lies outside the range where the one-loop approximation is justified, and does not by itself show what QED does there. Relation (5) is not tied to the one-loop \(\beta\): the numerical check also compares it with a power-series solution of (4) for a trial \(\gamma_3\) with an arbitrary second term, and the two agree.

## Values computed for the example and the checks

```
Vacuum polarization (e=1, Q=1.3, m=0.9, dimensionless units)
  dimension 1.3: loop integral -0.19246125, formula -0.19246125
  dimension 1.6: loop integral -0.13822414, formula -0.13822414
UV logarithms, units e^2 ln(cutoff)/(8 pi^2)
  xi=0: vertex 0.0000, p-slash 0.0000, mass 3.0000
  xi=1: vertex 1.0000, p-slash 1.0000, mass 4.0000
  xi=3: vertex 3.0000, p-slash 3.0000, mass 6.0000
Fixed bare coupling, eps=0.1, alpha=0.2 (dimensionless)
  gamma3 0.02122066, beta -0.03151174, beta+2*eps*alpha 0.00848826
  CS terms: mu-derivative -0.043304, beta term 0.001184, gamma term 0.042120
Trial two-term gamma3, alpha=0.3, t=1.5 (dimensionless)
  power series 1.08589197, characteristics 1.08589197
  exp(2 int gamma3) 1.12333184, abar/alpha 1.12333184
Electron-only QED, alpha(mu=m_e) = fine-structure constant
  m_e = 0.510999 MeV, 1/alpha = 137.035999
  Q in MeV | 1/abar(Q) | 1/(alpha d) massless | 1/(alpha d) with mass
         1 | 136.89353 | 137.07037 | 136.97647
        10 | 136.40490 | 136.58174 | 136.58011
      1000 | 135.42766 | 135.60449 | 135.60449
    100000 | 134.45041 | 134.62725 | 134.62725
Q = 100 GeV: inverse effective charge for three choices of mu
  mu=0.511 MeV: resummed 134.62725, first order 134.66885
  mu=1000.000 MeV: resummed 134.62725, first order 134.63195
  mu=100000.000 MeV: resummed 134.62725, first order 134.62748
Model alpha=0.1, ln(Q^2/mu^2)=40 (dimensionless)
  expansion parameter 0.40673, abar(Q) 0.17374
  d through order 1: 1.40673
  d through order 2: 1.57216
  d through order 3: 1.63944
  d through order 5: 1.67794
  d through order 10: 1.68549
  d resummed: 1.68557
Formal one-loop pole, electron-only QED
  ln(Q/m_e) at pole of abar: 645.767
  log10(Q/GeV): pole of abar 277.16, pole of d 277.52
```
